# Median cell conductance and average column current in lognormal memory arrays: test program

```python
"""
Result under test: for lognormal cell conductance G with median g_med and
s = standard deviation of the natural logarithm ln(G),
    mean(G) = g_med * exp(s**2 / 2),
so the average current of a column of n_cells cells read at v_read is
    n_cells * v_read * g_med * exp(s**2 / 2), not n_cells * v_read * g_med.
Conductances are in uS, voltages in V, currents in uA.
The device parameters are rough typical values for filamentary HfO2 cells
in the high-resistance state.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import norm

g_med = 1.0            # median conductance, uS
s = 1.0                # standard deviation of ln(G)
n_cells = 128
v_read = 0.2           # V
rho = 0.1              # shared fraction of the logarithmic variance
g_verify = 10.0        # cells above this are rejected by verify, uS
r_select = 5.0e3       # selector resistance, ohm
r_wire = 1.0           # wire resistance per cell pitch, ohm
t_cold, t_hot = 300.0, const.zero_Celsius + 85.0   # K
e_act = 0.05           # typical activation energy, eV
v_curve = 0.3          # I proportional to sinh(V / v_curve), V
oxide_nm = 5.0         # oxide thickness, nm


def density(g, width):
    """Lognormal probability density in G itself."""
    x = np.log(g / g_med) / width
    return np.exp(-0.5 * x * x) / (g * width * np.sqrt(2 * np.pi))


def average(func, width, low=0.0, high=np.inf):
    """Integral of func(G) * density over low < G < high, piece by piece."""
    edges = g_med * np.exp(width * np.arange(-12.0, 13.0))
    low, high = max(low, edges[0]), min(high, edges[-1])
    inner = edges[(edges > low) & (edges < high)]
    edges = np.concatenate(([low], inner, [high]))
    return sum(quad(lambda g: func(g) * density(g, width), a, b,
                    epsabs=1e-13, epsrel=1e-10)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def one(g):
    return 1.0


def itself(g):
    return g


# Mean and median from the density, for several widths
ratio_table = []
for width in (0.25, 0.5, 1.0, 1.5):
    mean_num = average(itself, width)
    median_num = brentq(lambda x: average(one, width, high=x) - 0.5, 0.2, 5.0)
    assert abs(median_num / g_med - 1) < 1e-7
    assert abs(mean_num / median_num / np.exp(width**2 / 2) - 1) < 1e-7
    ratio_table.append((width, mean_num / median_num))

factor = np.exp(s**2 / 2)
g_mean = g_med * factor
i_naive = n_cells * v_read * g_med
i_mean = i_naive * factor

# Which cells carry the current
share_upper = average(itself, s, low=g_med) / average(itself, s)
g_half = g_med * np.exp(s**2)
share_top = average(itself, s, low=g_half) / average(itself, s)
cells_top = average(one, s, low=g_half)
assert abs(share_upper - norm.cdf(s)) < 1e-7
assert abs(share_top - 0.5) < 1e-7
assert abs(cells_top - norm.cdf(-s)) < 1e-7

# Simulated columns, independent and correlated
rng = np.random.default_rng(12345)
sizes = (1, 2, 8, 32, 128)
sums = {n: [] for n in sizes}
sums_corr = []
for _ in range(20):
    z = rng.standard_normal((10000, n_cells))
    g = g_med * np.exp(s * z)
    for n in sizes:
        sums[n].append(g[:, :n].sum(axis=1))
    shared = rng.standard_normal((10000, 1))
    z_corr = np.sqrt(rho) * shared + np.sqrt(1 - rho) * z
    sums_corr.append(g_med * np.exp(s * z_corr).sum(axis=1))
sums = {n: np.concatenate(parts) for n, parts in sums.items()}
i_sim = v_read * sums[n_cells]
i_corr = v_read * np.concatenate(sums_corr)
n_columns = i_sim.size

rel_sd = np.sqrt((np.exp(s**2) - 1) / n_cells)
rel_sd_corr = np.sqrt(rel_sd**2
                      + (1 - 1 / n_cells) * (np.exp(rho * s**2) - 1))
# Means: five standard errors; widths: sampling error of heavy-tailed sums
assert abs(i_sim.mean() / i_mean - 1) < 5 * rel_sd / np.sqrt(n_columns)
assert abs(i_corr.mean() / i_mean - 1) < 5 * rel_sd_corr / np.sqrt(n_columns)
assert abs(i_sim.std() / i_mean / rel_sd - 1) < 0.015
assert abs(i_corr.std() / i_mean / rel_sd_corr - 1) < 0.025

# Median column and chance of lying at or below the median-based current
mid = {n: np.median(sums[n]) / (n * g_med) for n in sizes}
below = {n: np.mean(sums[n] <= n * g_med) for n in sizes}
assert abs(mid[1] - 1) < 0.015
assert mid[1] < mid[2] < mid[8] < mid[32] < mid[128] < factor
assert mid[128] > 0.97 * factor
pair_exact = quad(lambda x: norm.pdf(x)
                  * norm.cdf(np.log(2 - np.exp(s * x)) / s),
                  -10, np.log(2) / s)[0]
assert abs(below[2] - pair_exact) < 5 * np.sqrt(0.25 / n_columns)
bound_fit = minimize_scalar(
    lambda t: t + np.log(average(lambda g: np.exp(-t * g / g_med), s)),
    bounds=(0.0, 5.0), method="bounded")
bound = {n: np.exp(n * bound_fit.fun) for n in sizes}
for n in (8, 32, 128):
    assert below[n] <= bound[n]

# A different law with the same median and logarithmic variance
half_width = np.sqrt(3) * s
uniform_ratio = quad(np.exp, -half_width, half_width)[0] / (2 * half_width)
assert abs(uniform_ratio - np.sinh(half_width) / half_width) < 1e-9
assert abs(uniform_ratio / factor - 1) > 0.02

# Spread quoted in decades, and the error of using it unconverted
s_decades = s / np.log(10)
wrong_factor = np.exp(s_decades**2 / 2)

# Verify step that rejects cells above g_verify
accepted = average(one, s, high=g_verify)
mean_cut = average(itself, s, high=g_verify) / accepted
median_cut = brentq(lambda x: average(one, s, high=x) - accepted / 2, 0.2, 5)
c = np.log(g_verify / g_med) / s
assert abs(mean_cut / (g_mean * norm.cdf(c - s) / norm.cdf(c)) - 1) < 1e-7

# Share of the mean assigned to cells above the conductance quantum
g_quantum = const.value("conductance quantum") * 1e6
share_quantum = average(itself, s, low=g_quantum) / g_mean

# Selector in series with each cell
x_sel = r_select * 1e-6
loss_select = 1 - average(lambda g: g / (1 + g * x_sel), s) / g_mean
first_select = x_sel * g_med * np.exp(1.5 * s**2)
assert 0.9 * first_select < loss_select < first_select

# Wire resistance: full ladder, sense node at zero volts
ideal_total, ladder_total = 0.0, 0.0
for _ in range(2000):
    g_si = 1e-6 * g_med * np.exp(s * rng.standard_normal(n_cells))
    bands = np.full((3, n_cells), -1 / r_wire)
    bands[1] = 2 / r_wire + g_si
    bands[1, -1] = 1 / r_wire + g_si[-1]
    node_v = solve_banded((1, 1), bands, g_si * v_read)
    ladder_total += node_v[0] / r_wire
    ideal_total += v_read * g_si.sum()
loss_wire = 1 - ladder_total / ideal_total
position = np.arange(1, n_cells + 1)
path_sum = np.minimum.outer(position, position).sum()
m1, m2 = g_mean * 1e-6, (g_med * 1e-6)**2 * np.exp(2 * s**2)
first_wire = r_wire * (m1**2 * path_sum
                       + (m2 - m1**2) * position.sum()) / (n_cells * m1)
assert abs(loss_wire / first_wire - 1) < 0.04  # second order and sampling

# Temperature: whole spread due to activation energies (limiting case)
k_ev = const.k / const.e
kt_cold, kt_hot = k_ev * t_cold, k_ev * t_hot
e_spread = s * kt_cold
median_gain = np.exp(e_act * (1 / kt_cold - 1 / kt_hot))
mean_gain_hot = quad(lambda e: norm.pdf(e, e_act, e_spread)
                     * np.exp(e_act / kt_cold - e / kt_hot),
                     e_act - 10 * e_spread, e_act + 10 * e_spread,
                     points=[e_act])[0]
factor_hot = mean_gain_hot / median_gain
assert abs(factor_hot / np.exp((s * t_cold / t_hot)**2 / 2) - 1) < 1e-6

# Curvature of the current-voltage law and field in the oxide
curvature = np.sinh(v_read / v_curve) / (v_read / v_curve)
field = v_read / (oxide_nm * 1e-7) / 1e6

print(f"Median cell conductance: {g_med:.2f} uS")
print(f"Standard deviation of ln G: {s:.2f}")
print(f"Same spread in decades: {s_decades:.3f}")
print(f"Cells per column: {n_cells}; read voltage: {v_read:.2f} V")
for width, ratio in ratio_table:
    print(f"Mean/median by integration, s = {width:.2f}: {ratio:.4f}")
print(f"Mean cell conductance: {g_mean:.4f} uS")
print(f"Median-based column current: {i_naive:.2f} uA")
print(f"True average column current: {i_mean:.2f} uA = {i_mean/1e3:.4f} mA")
print(f"Median-based value is low by: {100*(1-1/factor):.1f} %")
print(f"Simulated average, {n_columns} columns: {i_sim.mean():.2f} uA")
print(f"Current share of cells above median: {100*share_upper:.1f} %")
print(f"Half the current is from cells above: {g_half:.3f} uS")
print(f"Those cells are this part of all cells: {100*cells_top:.1f} %")
print(f"Column standard deviation, formula: {100*rel_sd:.2f} % of mean")
print(f"Column standard deviation, formula: {rel_sd*i_mean:.2f} uA")
print(f"Column standard deviation, simulated: {i_sim.std():.2f} uA")
for n in sizes:
    print(f"N = {n}: median column / (N V g_med) = {mid[n]:.3f}, "
          f"fraction at or below N V g_med = {below[n]:.5f}")
print(f"Two cells, same fraction by integration: {pair_exact:.5f}")
print(f"Upper bound on that fraction, N = 32: {bound[32]:.3f}")
print(f"Upper bound on that fraction, N = 128: {bound[128]:.1e}")
print(f"Shared part of log variance (correlated case): {rho:.2f}")
print(f"Correlated columns, simulated average: {i_corr.mean():.2f} uA")
print(f"Correlated columns, formula spread: {100*rel_sd_corr:.1f} % of mean")
print(f"Correlated columns, simulated spread: "
      f"{100*i_corr.std()/i_corr.mean():.1f} % of mean")
print(f"Log-uniform law, same log variance, mean/median: {uniform_ratio:.4f}")
print(f"Wrong factor if decades are not converted: {wrong_factor:.4f}")
print(f"Verify limit: {g_verify:.1f} uS; rejected: {100*(1-accepted):.2f} %")
print(f"After verify: mean {mean_cut:.4f} uS, median {median_cut:.4f} uS")
print(f"After verify: mean/median {mean_cut/median_cut:.4f}")
print(f"After verify: average column {n_cells*v_read*mean_cut:.2f} uA")
print(f"Conductance quantum: {g_quantum:.2f} uS")
print(f"Share of mean from cells above it: {100*share_quantum:.3f} %")
print(f"Selector {r_select/1e3:.1f} kohm lowers mean by: "
      f"{100*loss_select:.2f} %")
print(f"Wire {r_wire:.1f} ohm per cell lowers mean by: {100*loss_wire:.2f} %")
print(f"Temperatures: {t_cold:.1f} K and {t_hot:.2f} K")
print(f"Activation energy: {e_act*1e3:.0f} meV; median rises by factor "
      f"{median_gain:.3f}")
print(f"Energy spread that alone gives s at 300 K: {e_spread*1e3:.1f} meV")
print(f"Mean/median when hot in that limit: {factor_hot:.4f}")
print(f"Curvature voltage: {v_curve:.2f} V; I/V at read over low-voltage "
      f"value: {curvature:.3f}")
print(f"Oxide {oxide_nm:.1f} nm; mean field at read: {field:.2f} MV/cm")
print("all good")
```

Output:

```
Median cell conductance: 1.00 uS
Standard deviation of ln G: 1.00
Same spread in decades: 0.434
Cells per column: 128; read voltage: 0.20 V
Mean/median by integration, s = 0.25: 1.0317
Mean/median by integration, s = 0.50: 1.1331
Mean/median by integration, s = 1.00: 1.6487
Mean/median by integration, s = 1.50: 3.0802
Mean cell conductance: 1.6487 uS
Median-based column current: 25.60 uA
True average column current: 42.21 uA = 0.0422 mA
Median-based value is low by: 39.3 %
Simulated average, 200000 columns: 42.21 uA
Current share of cells above median: 84.1 %
Half the current is from cells above: 2.718 uS
Those cells are this part of all cells: 15.9 %
Column standard deviation, formula: 11.59 % of mean
Column standard deviation, formula: 4.89 uA
Column standard deviation, simulated: 4.90 uA
N = 1: median column / (N V g_med) = 1.000, fraction at or below N V g_med = 0.50017
N = 2: median column / (N V g_med) = 1.221, fraction at or below N V g_med = 0.39487
N = 8: median column / (N V g_med) = 1.490, fraction at or below N V g_med = 0.16013
N = 32: median column / (N V g_med) = 1.598, fraction at or below N V g_med = 0.01243
N = 128: median column / (N V g_med) = 1.633, fraction at or below N V g_med = 0.00000
Two cells, same fraction by integration: 0.39416
Upper bound on that fraction, N = 32: 0.066
Upper bound on that fraction, N = 128: 1.9e-05
Shared part of log variance (correlated case): 0.10
Correlated columns, simulated average: 42.19 uA
Correlated columns, formula spread: 34.3 % of mean
Correlated columns, simulated spread: 34.3 % of mean
Log-uniform law, same log variance, mean/median: 1.5806
Wrong factor if decades are not converted: 1.0989
Verify limit: 10.0 uS; rejected: 1.07 %
After verify: mean 1.5059 uS, median 0.9867 uS
After verify: mean/median 1.5261
After verify: average column 38.55 uA
Conductance quantum: 77.48 uS
Share of mean from cells above it: 0.040 %
Selector 5.0 kohm lowers mean by: 2.12 %
Wire 1.0 ohm per cell lowers mean by: 0.92 %
Temperatures: 300.0 K and 358.15 K
Activation energy: 50 meV; median rises by factor 1.369
Energy spread that alone gives s at 300 K: 25.9 meV
Mean/median when hot in that limit: 1.4202
Curvature voltage: 0.30 V; I/V at read over low-voltage value: 1.076
Oxide 5.0 nm; mean field at read: 0.40 MV/cm
all good
```
